# Equivalent Time at Peak Temperature for Dislocation Glide During Heating

## Problem

A strained film on a thicker substrate is heated at the constant rate $\beta=10$ K/s from 300 K to the peak temperature $T_p=900\,^\circ\mathrm{C}=1173.15$ K. Threading dislocations, which run through the film from the interface to the surface, glide sideways and leave misfit dislocation lines at the interface. Each thread moves at the speed

$$v(T)=A\,e^{-E/kT},\qquad E=2.2\ \mathrm{eV}.$$

The excess stress, meaning the part of the misfit stress left to drive a thread after the line tension of the misfit dislocation is paid for, is held fixed. The prefactor $A$ depends on that stress but not on temperature, and $E$ is constant.

How long would the film have to be held at $T_p$ for a thread to glide as far as it does during the heating? Give the answer to within one per cent. Count the heating leg alone, without a dwell at the peak and without the cooling.

The question arises for metastable films, which are thicker than the equilibrium critical thickness but have not yet relaxed. The People–Bean thickness, an energy-balance estimate of how thick a film can grow before dislocations appear, contains no rate and no thermal history. How far existing dislocations move in a given heat treatment is a matter of kinetics.

## A tempting solution

Let $t_{\rm eq}$ be the length of the hold. Equal distances mean

$$v(T_p)\,t_{\rm eq}=\int v(T(t))\,dt .$$

Since $dT=\beta\,dt$, the time integral becomes a temperature integral, and $A$ cancels:

$$t_{\rm eq}=\frac{e^{E/kT_p}}{\beta}\int_{T_0}^{T_p}e^{-E/kT}\,dT,\qquad T_0=300\ \mathrm{K}. \tag{1}$$

The exponent $-E/kT$ has the derivative $E/kT^2$. An exponential is integrated by dividing by the derivative of its exponent, so

$$\int e^{-E/kT}\,dT=\frac{kT^2}{E}\,e^{-E/kT}. \tag{2}$$

The lower limit contributes practically nothing, and the exponentials at the upper limit cancel:

$$t_{\rm eq}=\frac{kT_p^2}{E\beta}.$$

With $kT_p=0.10109$ eV, the ratio of barrier to thermal energy is $x=E/kT_p=21.762$. Then $kT_p^2/E=T_p/x=53.91$ K, and division by 10 K/s gives $t_{\rm eq}=5.39$ s.

## Where it fails

Equation (1) is correct. Equation (2) is not, as differentiating its right side shows. Call that side $G(T)$. The product rule gives

$$G'(T)=\frac{2kT}{E}\,e^{-E/kT}+\frac{kT^2}{E}\cdot\frac{E}{kT^2}\,e^{-E/kT}
=\left(1+\frac{2kT}{E}\right)e^{-E/kT}. \tag{3}$$

Dividing by the derivative of the exponent is legitimate when that derivative is constant. Here it varies as $1/T^2$, and the factor $T^2$ in $G$ has a derivative of its own, which is the extra term $2kT/E$.

Equation (3) also tells us the size of the error. Integrate it from zero temperature, where $G$ vanishes, to $T_p$, and divide by the true integral:

$$\frac{G(T_p)}{\int_0^{T_p}e^{-E/kT}dT}=1+\frac{2k\langle T\rangle}{E}. \tag{4}$$

Here $\langle T\rangle$ is the mean temperature weighted by the speed, so it is the average temperature at which the glide takes place. The left side is the tempting answer divided by the correct one. The tempting answer is therefore too high, by a fraction $2k\langle T\rangle/E$ of the correct value. Because $\langle T\rangle<T_p$, this fraction is less than $2/x=0.092$. The error is nearly a tenth, too much for the accuracy asked.

## The right solution

**The start temperature.** Extend the lower limit in (1) from $T_0$ to zero. This adds the glide that a ramp would produce below 300 K, which is a fraction $2.2\times10^{-29}$ of the total. It can be dropped, and the integral then depends on one parameter, $x$.

**The substitution.** Set $T=T_p/(1+s)$, so that $s$ runs from $\infty$ at zero temperature to 0 at the peak. Then

$$\frac{E}{k}\left(\frac1T-\frac1{T_p}\right)=\frac{E}{kT_p}\,(1+s-1)=xs,\qquad dT=-\frac{T_p\,ds}{(1+s)^2}.$$

The minus sign is absorbed by exchanging the limits, and

$$t_{\rm eq}=\frac{T_p}{\beta}\,F(x),\qquad F(x)=\int_0^\infty\frac{e^{-xs}}{(1+s)^2}\,ds. \tag{5}$$

With $u=1+s$ this is

$$F(x)=e^x\int_1^\infty\frac{e^{-xu}}{u^2}\,du=e^xE_2(x),$$

where $E_2$ is the exponential integral of order 2. A table or a numerical library would finish the problem here. Two elementary inequalities do so as well, and they prove the accuracy.

**Upper bound.** For $s\ge0$,

$$\frac1{(1+s)^2}\le1-2s+3s^2 .$$

To see this, multiply the right side by $(1+s)^2=1+2s+s^2$ and collect powers. The terms in $s$ are $-2+2=0$, those in $s^2$ are $3-4+1=0$, those in $s^3$ are $6-2=4$, and that in $s^4$ is 3. The product is $1+4s^3+3s^4$, which is at least 1. Using $\int_0^\infty s^ne^{-xs}ds=n!/x^{n+1}$ term by term, we get

$$F(x)\le\frac1x-\frac2{x^2}+\frac6{x^3}. \tag{6}$$

The first term alone is the tempting answer. The second is the leading correction, a relative change of $-2/x$.

**Lower bound.** The function $\varphi(s)=(1+s)^{-2}$ has the second derivative $6(1+s)^{-4}>0$, so its graph lies above each of its tangents. Take the tangent at $s=1/x$:

$$\varphi(s)\ge\varphi(1/x)+\varphi'(1/x)\,(s-1/x).$$

Now average both sides with the weight $xe^{-xs}$. The weight integrates to 1 and has mean $1/x$, so the term with $s-1/x$ averages to zero. The left side becomes $xF(x)$. Hence $xF(x)\ge(1+1/x)^{-2}=x^2/(x+1)^2$, or

$$F(x)\ge\frac{x}{(x+1)^2}. \tag{7}$$

**Numbers.** The prefactor in (5) is $T_p/\beta=117.315$ s. For $x=21.762$ the bounds are

$$117.315\times\frac{21.762}{22.762^2}=4.928\ \mathrm{s},$$

$$117.315\times(0.045952-0.004223+0.000582)=4.964\ \mathrm{s}.$$

They differ by 0.7 %, so any value between them meets the demand. The exponential integral gives 4.953 s, and adding up the distance in small time steps from 300 K to the peak gives the same value. The answer is

$$t_{\rm eq}\approx4.95\ \mathrm{s},$$

or about 5 seconds of glide at the peak temperature. The tempting value of 5.39 s lies outside the bounds and is 8.8 % above the correct one.

Equation (3) offers a second lower bound. Since $1+2kT/E\le1+2/x$ throughout the ramp, $G(T_p)$ is at most $(1+2/x)$ times the true integral, and

$$t_{\rm eq}\ge\frac{T_p}{\beta}\,\frac1{x+2}=\frac{5.391\ \mathrm{s}}{1.0919}=4.937\ \mathrm{s}. \tag{8}$$

This is slightly sharper than (7). It is also a convenient approximation, here 0.3 % below the correct value.

## Where in the ramp the glide happens

The heating lasts 87.3 s, yet it counts for 5 s, because the speed is appreciable only near the peak. At a temperature $\Delta$ below the peak, the speed relative to its peak value is

$$\frac{v(T_p-\Delta)}{v(T_p)}=\exp\left[-\frac{x\Delta}{T_p-\Delta}\right].$$

For $\Delta\ll T_p$ this falls by a factor $e$ over the width $\theta=T_p/x=53.91$ K. At 10 K/s the film crosses this width in 5.39 s, which is what the tempting answer measures. The denominator $T_p-\Delta$ makes the true fall steeper than a pure exponential in $\Delta$, and so the true time is shorter.

The last 100 K supply 88.9 % of the glide. The remainder can be checked by hand by applying (8) to a ramp that ends at $T_1=1073.15$ K. There the speed is lower than at the peak by the factor $\exp(-21.762\times100/1073.15)=0.1316$. The width $kT_1^2/E$ is $53.91\times(1073.15/1173.15)^2=45.1$ K, and $2kT_1/E=0.084$. The glide up to $T_1$, expressed as time at $T_p$, is therefore close to

$$\frac{4.51\ \mathrm{s}\times0.1316}{1.084}=0.55\ \mathrm{s},$$

which is 11 % of 4.95 s.

Below 600 °C the share is 0.032 %. For this barrier, peak and steady heating rate, it makes no practical difference whether the ramp starts at room temperature or at 600 °C. A long hold at a lower temperature would be a different matter, since its time is not limited by the ramp.

Equation (4) gives the average glide temperature. The ratio of the two answers is $5.3909/4.9534=1.0883$, so $2k\langle T\rangle/E=0.0883$ and $\langle T\rangle/T_p=0.0883\,x/2=0.961$. This puts $\langle T\rangle$ about 46 K below the peak, a number that is useful below.

## Two limits

For $x\gg1$ the bounds (6) and (7) close on $F=1/x$, and the tempting formula becomes correct, with a relative error near $2/x$. At a fixed peak temperature this is the limit of a high barrier.

For $x\to0$ the speed no longer depends on temperature, and (5) gives $F\to1$ and $t_{\rm eq}\to T_p/\beta$. This is the duration of a ramp from absolute zero. For a ramp that begins at $T_0$, equation (1) gives $(T_p-T_0)/\beta$ instead, the full heating time. The start temperature can be dropped when the glide below $T_0$ is a negligible part of the total. That is so in the problem above, where the barrier is many times the thermal energy and $T_0$ lies about 16 widths $\theta$ below the peak.

For any $x$, the equivalent time at fixed $T_p$ is inversely proportional to the heating rate. At 100 K/s it would be 0.50 s. The same integral describes linear cooling, with $\beta$ replaced by the magnitude of the cooling rate. Cooling at 50 K/s adds $4.953\times10/50=0.99$ s, so heating and cooling together count for about 5.9 s.

## What if the stress relaxes?

Glide relieves the stress that drives it, so a fixed stress seems a severe restriction. For a broad class of relaxation laws it is not needed. Let $\epsilon$ be the excess strain, proportional to the excess stress, and suppose that

$$\frac{d\epsilon}{dt}=-f(\epsilon)\,g(T),\qquad g(T)=\exp\left[-\frac Ek\left(\frac1T-\frac1{T_p}\right)\right]. \tag{9}$$

The function $f$ is the rate at the peak temperature. Dividing by $f$ and integrating over the treatment gives

$$\int_{\epsilon_{\rm final}}^{\epsilon_0}\frac{d\epsilon}{f(\epsilon)}=\int g(T(t))\,dt .$$

For the ramp, the right side is $t_{\rm eq}$ by (1). For a hold at $T_p$, $g=1$ and the right side is the length of the hold. A hold of length $t_{\rm eq}$ therefore ends at the same strain as the ramp, however much has been lost. The condition is that strain and temperature enter as separate factors. This fails if the barrier depends on the changing stress, if thermal expansion also changes the strain during the ramp, or if the number of gliding threads grows by a process with another barrier.

To put numbers to this, take $N$ gliding threads per unit area. When each has moved a distance $L$, the misfit line laid down per unit area is $NL$. It is shared between two perpendicular arrays, so each array has $NL/2$ lines per unit length. If each line relieves a displacement $b$, the strain relieved in each direction is $NLb/2$. With a speed proportional to $\epsilon^2$ and equal to $v_p$ at the peak temperature and initial strain, equation (9) becomes

$$\frac{d\epsilon}{dt}=-\frac{Nbv_p}{2}\left(\frac{\epsilon}{\epsilon_0}\right)^2g(T).$$

Separation gives $1/\epsilon_{\rm final}-1/\epsilon_0=Nbv_pt_{\rm eq}/(2\epsilon_0^2)$, or

$$\epsilon_{\rm final}=\frac{\epsilon_0}{1+q},\qquad q=\frac{Nbv_pt_{\rm eq}}{2\epsilon_0}. \tag{10}$$

Take $\epsilon_0=0.001$, $v_p=2$ mm/s, $b=0.19$ nm and $N=1000\ \mathrm{cm^{-2}}=10^7\ \mathrm{m^{-2}}$. At fixed stress a thread glides $2\times4.953=9.9$ mm during the ramp. Equation (10) has

$$q=\frac{10^7\times0.19\times10^{-9}\times2\times10^{-3}\times4.953}{2\times10^{-3}}=0.0094,$$

so 0.93 % of the excess strain is relieved, and the stress is indeed nearly fixed.

With a hundred times as many threads, $q=0.94$ and the final strain is $0.001/1.94=5.15\times10^{-4}$. Nearly half the excess strain is gone. Integrating the relaxation equation numerically, once through the ramp and once through a hold of 4.953 s, gives $5.1516\times10^{-4}$ in both cases. The equivalence survives although the stress is far from constant.

## Comparison with a real film

Apart from the speed at the peak, the parameters are rough values in the regime of a metastable silicon-germanium film with about a tenth of germanium on silicon. The displacement of 0.19 nm is half the Burgers vector of silicon, as suits the usual 60° misfit dislocation. The speed of 2 mm/s is a round number chosen for illustration, and it may be too high by a factor of ten or more for such a film at this excess strain. The glide distance is proportional to it and would shrink accordingly, but it cancels from $t_{\rm eq}$. A rate of 10 K/s is slow for a lamp-heated rapid annealer and fast for a tube furnace. Of the changes to the equivalent time considered in this section, at the fixed heating rate of 10 K/s, the one from the cooling leg is the largest, adding 20 % for linear cooling at 50 K/s. A wafer that cools by radiation slows down as it cools, and with 50 K/s at the peak it adds about 24 %. The others, each taken alone with the remaining settings unchanged, are smaller:

- **Thermal expansion.** The film expands more than the substrate, by roughly $3\times10^{-7}$ per kelvin, so its compressive misfit is smaller below the peak. On average the glide occurs 46 K below the peak, where the excess strain is lower by $1.4\times10^{-5}$, or 1.4 %. The speed varies as the square, which doubles this to nearly 3 %. The computed time is 4.82 s, a decrease of 2.7 %. The value $3\times10^{-7}$ is close to the room-temperature difference. Near the peak the difference is probably nearer $4\times10^{-7}$ per kelvin, which gives 4.77 s, a decrease of 3.6 %.
- **Prefactor.** If $A$ varies as $1/T$, speeds below the peak are raised relative to the peak speed, and the time becomes 5.16 s, an increase of 4 %.
- **Barrier.** Barriers of 2.1 and 2.3 eV give 5.17 and 4.75 s. A higher barrier confines the glide more closely to the peak.
- **Peak temperature.** A peak 10 K hotter gives 5.035 s, a change of 1.6 %. The speed at the peak rises by 20 %, however, so the glide distance grows by the factor $1.202\times5.035/4.953=1.22$.

The last item shows what the equivalent time can and cannot do. For a known heating rate it converts a ramp into a hold with little error from a slightly wrong barrier or peak temperature, because it varies roughly as $T_p^2/E$, whereas the speed depends on both exponentially. The distance itself inherits the full sensitivity of the speed at the peak. A peak 10 K hotter lengthens it by 22 % and a peak 10 K colder shortens it by 18 %, while the equivalent time changes by only 1.6 % either way.

The model also leaves out blocking, in which a thread is stopped by a misfit line that crosses its path. After the ramp the lines of each array lie on average 20 µm apart. A path of 9.9 mm would cross about 490 such lines if all were present from the start, and fewer as they build up. If some crossings stop the thread, 9.9 mm overestimates its travel, by an amount not calculated here. New threads formed during heating would add to the relief of strain. Their formation has its own barrier, and the 5 s found for glide does not apply to it.

The numerical output below lists the inputs and the computed values.

## Computed results

```
glide barrier E = 2.2 eV
heating rate = 10 K/s
peak temperature = 1173.15 K
start temperature = 300 K
duration of heating = 87.3 s
Boltzmann constant = 8.617333e-05 eV/K
thermal energy at peak = 0.10109 eV
x = E/(k Tp) = 21.762 (no unit)
temperature width theta = 53.91 K
leading estimate theta/beta = 5.391 s
leading estimate is too high by 8.8 %
lower bound on equivalent time = 4.928 s
upper bound on equivalent time = 4.964 s
equivalent time, formula = 4.9534 s
equivalent time, summed steps = 4.9534 s
share of glide in last 100 K = 88.9 %
share of glide below 600 C = 0.032 %
share of glide below start = 2.2e-29 (fraction)
speed at peak, input = 2.0 mm/s
glide distance in ramp = 9.91 mm
excess strain, input = 0.0010 (no unit)
thread density, input = 1000 per cm^2
effective Burgers component, input = 0.19 nm
excess strain relieved in ramp = 0.93 %
mean misfit line spacing after ramp = 20.2 um
dense case, thread density = 100000 per cm^2
dense case, final strain after ramp = 5.1516e-04 (no unit)
dense case, final strain after hold = 5.1516e-04 (no unit)
expansion mismatch, input = 3.0e-07 per K
equivalent time with expansion mismatch = 4.819 s
equivalent time with 1/T prefactor = 5.163 s
cooling rate, input = 50 K/s
extra equivalent time from cooling = 0.991 s
equivalent time for barrier 2.1 eV = 5.170 s
equivalent time for barrier 2.3 eV = 4.754 s
equivalent time for peak 10 K hotter = 5.035 s
speed ratio for peak 10 K hotter = 1.202 (no unit)
```
